**Electron counting and a four-orbital band model for Ge(111)-c(2x8)**

With N top-layer atoms and n adatoms per cell, N − 2n dangling orbitals hold N − 2n electrons, and complete filling of the rest-atom orbitals with empty adatom orbitals requires N = 4n. The program finds the bonds from distances measured parallel to the surface and asserts these counts for four surface cells. It then diagonalizes a model in which Δ is the adatom–rest-atom level separation, −s the hopping between like neighbours and t the hopping between near adatoms and rest atoms. It asserts the uncoupled band edges, and the lower bound Δ − 33s/4 on the gap for five values of t. It also asserts the leading-order charge missing from the rest atoms at weak coupling. For Δ = 0.80 eV, s = 0.04 eV and t = −0.10 eV, the output shows a gap of 0.549 eV against a bound of 0.470 eV. With Δ = 0.20 eV and t = 0 the bands overlap by 0.130 eV, so the right electron count alone does not ensure a gap. The parameters are illustrative and not fitted to germanium.

## Numerical check

```python
"""Dangling-bond counting and a band model for Ge(111)-c(2x8).

Result under test: N top-layer atoms and n adatoms leave N-2n dangling
orbitals with N-2n electrons. Rest-atom orbitals are exactly filled and
adatom orbitals empty when N = 4n. A gap then exists if the level
separation Delta exceeds the width W = 33 s/4 of the uncoupled bands;
adatom-rest coupling t cannot reduce the gap below Delta - W.
Symbols: s > 0, like-neighbour hopping is -s; t, hopping between an adatom
and a near rest atom. Lengths in units of the 1x1 lattice constant a.
Positions are coefficients of a1, a2, which make an angle of 60 degrees.
"""
import numpy as np

BASIS = np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
THIRD = np.array([1.0, 1.0]) / 3      # centre of a surface triangle
BOND = 1 / np.sqrt(3)                 # lateral bond length


def images(p, q, cell):
    """Cell shifts (m, n) and distances from p to all images of q."""
    out = []
    for m in range(-5, 6):
        for n in range(-5, 6):
            shift = m * cell[0] + n * cell[1]
            out.append((m, n, np.linalg.norm((q + shift - p) @ BASIS)))
    return out


def count_bonds(p, others, cell):
    return sum(abs(d - BOND) < 1e-6
               for q in others for _, _, d in images(p, q, cell))


def top_atoms(cell):
    inverse = np.linalg.inv(cell)
    atoms = []
    for i in range(-10, 11):
        for j in range(-10, 11):
            f = np.array([i, j]) @ inverse
            if np.all(f > -1e-9) and np.all(f < 1 - 1e-9):
                atoms.append(np.array([i, j], float))
    return atoms


def survey(cell, corners):
    """Count orbitals and electrons from the bond network itself."""
    cell = np.array(cell, float)
    top = top_atoms(cell)
    second = [p + THIRD for p in top]
    adatoms = [np.array(c, float) + THIRD for c in corners]
    back = [count_bonds(p, second, cell) for p in top]
    up = [count_bonds(p, adatoms, cell) for p in top]
    legs = [count_bonds(p, top, cell) for p in adatoms]
    assert all(b == 3 for b in back) and max(up) <= 1
    assert all(x == 3 for x in legs)
    orbitals = sum(4 - b - u for b, u in zip(back, up))
    orbitals += sum(4 - x for x in legs)
    # four electrons per atom, one from below per back bond, two per bond
    electrons = 4 * (len(top) + len(adatoms)) + sum(back)
    electrons -= 2 * (sum(back) + sum(up))
    rest = [p for p, u in zip(top, up) if u == 0]
    return cell, top, adatoms, rest, orbitals, electrons


cases = {
    "c(2x8)": ([[2, 0], [1, 4]], [(0, 0), (0, 2)]),
    "2x2": ([[2, 0], [0, 2]], [(0, 0)]),
    "root3": ([[1, 1], [-1, 2]], [(0, 0)]),
    "c(2x8) minus one adatom": ([[2, 0], [1, 4]], [(0, 0)]),
}
print("Counts per primitive cell (numbers):")
for name, (vectors, corners) in cases.items():
    _, top, ads, rest, orbitals, electrons = survey(vectors, corners)
    N, n, r = len(top), len(ads), len(rest)
    assert r == N - 3 * n
    assert orbitals == N - 2 * n and electrons == N - 2 * n
    in_rest = min(2 * r, electrons)
    in_ad = electrons - in_rest
    complete = (in_rest == 2 * r and in_ad == 0)
    assert complete == (N == 4 * n)
    print(f"{name}: top atoms {N}, adatoms {n}, rest atoms {r}")
    print(f"   dangling orbitals {orbitals}, electrons {electrons}")
    print(f"   electrons in rest {in_rest}, in adatoms {in_ad},"
          f" complete transfer {complete}")

cell, top, adatoms, rest, _, _ = survey(*cases["c(2x8)"])
sites = adatoms + rest                # orbitals 0,1 adatom; 2,3 rest atom
like_neighbours = [sum(1e-6 < d < 2.01 for q in group
                       for _, _, d in images(p, q, cell))
                   for group in (adatoms, rest) for p in group]
assert like_neighbours == [5, 5, 5, 5]
near = [sum(d < 1.2 for q in adatoms for _, _, d in images(p, q, cell))
        for p in rest]
assert sorted(near) == [2, 3]
near_distance = min(d for q in adatoms for _, _, d in images(rest[0], q, cell))

GRID = 96
k = np.arange(GRID) / GRID
K1, K2 = [x.ravel() for x in np.meshgrid(k, k, indexing="ij")]


def hamiltonian(delta, s, t):
    H = np.zeros((K1.size, 4, 4), complex)
    for i, p in enumerate(sites):
        H[:, i, i] += delta / 2 if i < 2 else -delta / 2
        for j, q in enumerate(sites):
            same = (i < 2) == (j < 2)
            reach, hop = (2.01, -s) if same else (1.2, t)
            for m, n, d in images(p, q, cell):
                if 1e-6 < d < reach:
                    H[:, i, j] += hop * np.exp(2j * np.pi * (K1*m + K2*n))
    assert np.allclose(H, H.conj().transpose(0, 2, 1))
    return H


def gap_and_population(delta, s, t):
    energy, vec = np.linalg.eigh(hamiltonian(delta, s, t))
    gap = energy[:, 2].min() - energy[:, 1].max()
    weight = 2 * np.sum(np.abs(vec[:, :, :2])**2, axis=2).mean(axis=0)
    return gap, weight


delta, s, t = 0.8, 0.04, -0.10
H0 = hamiltonian(delta, s, 0.0)
E_ad = np.linalg.eigvalsh(H0[:, :2, :2])
E_rest = np.linalg.eigvalsh(H0[:, 2:, 2:])
W = 33 * s / 4
for E, level in ((E_ad, delta / 2), (E_rest, -delta / 2)):
    # tolerance: finite wavevector grid near the upper band edge
    assert abs(E.min() - (level - 5 * s)) < 1e-9
    assert abs(E.max() - (level + 13 * s / 4)) < 3e-4

bound = delta - W
gaps = {}
for coupling in (0.0, -0.05, t, -0.3, -1.0):
    gaps[coupling] = gap_and_population(delta, s, coupling)[0]
    assert gaps[coupling] >= bound - 1e-9
assert abs(gaps[0.0] - bound) < 3e-4

gap, population = gap_and_population(delta, s, t)
assert abs(population.sum() - 4) < 1e-9
assert np.all(population[2:] < 2) and np.all(population[:2] > 0)

# leading-order missing charge, tested at weak coupling without s
weak = 0.01
_, weak_population = gap_and_population(delta, 0.0, weak)
for z, occupation in zip(near, weak_population[2:]):
    predicted = 2 * z * weak**2 / delta**2
    assert abs((2 - occupation) / predicted - 1) < 0.01

# right electron count but too small a level separation, no coupling
small = 0.2
H1 = hamiltonian(small, s, 0.0)
A1 = np.linalg.eigvalsh(H1[:, :2, :2]).ravel()
R1 = np.linalg.eigvalsh(H1[:, 2:, 2:]).ravel()
overlap_gap = A1.min() - R1.max()
fermi = np.median(np.concatenate([A1, R1]))
rest_filling = 2 * np.mean(R1 < fermi)
assert overlap_gap < 0 and rest_filling < 1.999
assert abs(overlap_gap - (small - W)) < 3e-4

print("Band model for c(2x8):")
print(f"near adatom-rest distance = {near_distance:.3f} a")
print(f"like neighbours within 2a = {like_neighbours[0]}")
print(f"Delta = {delta:.2f} eV, s = {s:.2f} eV, t = {t:.2f} eV")
print(f"uncoupled adatom band: {E_ad.min():.3f} to {E_ad.max():.3f} eV")
print(f"uncoupled rest band: {E_rest.min():.3f} to {E_rest.max():.3f} eV")
print(f"band width W = {W:.3f} eV")
print(f"lower bound on gap, Delta - W = {bound:.3f} eV")
for coupling, value in gaps.items():
    print(f"gap at t = {coupling:.2f} eV: {value:.3f} eV")
for z, occupation in zip(near, population[2:]):
    print(f"rest atom with {z} near adatoms: {occupation:.3f} electrons")
    print(f"   missing {2 - occupation:.3f}, leading estimate"
          f" {2 * z * t**2 / delta**2:.3f} electrons")
for number, occupation in enumerate(population[:2], 1):
    print(f"adatom {number}: {occupation:.3f} electrons")
print(f"Uncoupled case with Delta = {small:.2f} eV:")
print(f"   adatom bottom minus rest top = {overlap_gap:.3f} eV")
print(f"   electrons per rest atom = {rest_filling:.2f}")
print("OK")
```

Output:

```
Counts per primitive cell (numbers):
c(2x8): top atoms 8, adatoms 2, rest atoms 2
   dangling orbitals 4, electrons 4
   electrons in rest 4, in adatoms 0, complete transfer True
2x2: top atoms 4, adatoms 1, rest atoms 1
   dangling orbitals 2, electrons 2
   electrons in rest 2, in adatoms 0, complete transfer True
root3: top atoms 3, adatoms 1, rest atoms 0
   dangling orbitals 1, electrons 1
   electrons in rest 0, in adatoms 1, complete transfer False
c(2x8) minus one adatom: top atoms 8, adatoms 1, rest atoms 5
   dangling orbitals 6, electrons 6
   electrons in rest 6, in adatoms 0, complete transfer False
Band model for c(2x8):
near adatom-rest distance = 1.155 a
like neighbours within 2a = 5
Delta = 0.80 eV, s = 0.04 eV, t = -0.10 eV
uncoupled adatom band: 0.200 to 0.530 eV
uncoupled rest band: -0.600 to -0.270 eV
band width W = 0.330 eV
lower bound on gap, Delta - W = 0.470 eV
gap at t = 0.00 eV: 0.470 eV
gap at t = -0.05 eV: 0.491 eV
gap at t = -0.10 eV: 0.549 eV
gap at t = -0.30 eV: 0.745 eV
gap at t = -1.00 eV: 0.771 eV
rest atom with 3 near adatoms: 1.916 electrons
   missing 0.084, leading estimate 0.094 electrons
rest atom with 2 near adatoms: 1.952 electrons
   missing 0.048, leading estimate 0.062 electrons
adatom 1: 0.058 electrons
adatom 2: 0.075 electrons
Uncoupled case with Delta = 0.20 eV:
   adatom bottom minus rest top = -0.130 eV
   electrons per rest atom = 1.65
OK
```
